# Why Water Purges Have Long Tails: Evenly Spread Desorption Energies

In atomic layer deposition a water pulse is followed by a purge, which must remove the water before the next precursor arrives. The gas in a small reactor is replaced in a fraction of a second, yet water may keep coming off the walls for minutes. If each molecule leaves at random with a definite rate, why is the decay not exponential?

One possible answer is that the wall has no single desorption rate. A modest spread of binding energies becomes an enormous spread of rates, and an even spread of energies turns the sum of many exponentials into an inverse-time tail.

## The model

Let the wall hold $N$ water molecules per unit area, with desorption energies $E$ spread evenly from $E_1$ to $E_2$. With $W=E_2-E_1$, the density of sites per area and energy is $g=N/W$. Every site is full when the purge starts at $t=0$. Sites empty independently, at the rate

$$k(E)=\nu e^{-E/k_BT},$$

where $\nu$ is a common attempt rate and $T$ the wall temperature. For the moment, a molecule that has left does not return.

With a single energy, the occupancy would be $e^{-kt}$ and the outgassing flux $Nke^{-kt}$, an exponential. With the even spread, the flux is

$$J(t)=g\int_{E_1}^{E_2}k(E)\,e^{-k(E)t}\,dE .$$

Now take $k$ as the variable. Since $dk/dE=-k/k_BT$, we have $dE=-k_BT\,dk/k$. The factor $1/k$ cancels the $k$ in the integrand, and the minus sign reverses the limits. Writing $k_1=k(E_1)$ for the fastest rate and $k_2=k(E_2)$ for the slowest,

$$J(t)=gk_BT\int_{k_2}^{k_1}e^{-kt}\,dk=\frac{gk_BT}{t}\left(e^{-k_2t}-e^{-k_1t}\right).$$

This is exact within the model. When $1/k_1\ll t\ll1/k_2$, the first exponential is nearly one and the second nearly zero, so

$$J(t)\simeq\frac{gk_BT}{t}.$$

For $t\ll1/k_1$, expanding both exponentials gives the constant flux $gk_BT(k_1-k_2)$. For $t\gg1/k_2$, the factor $e^{-k_2t}$ takes over and the decay is essentially exponential. The inverse-time law therefore belongs to a window, whose ends have the ratio $k_1/k_2=e^{W/k_BT}$. "Broad" means $W\gg k_BT$. For $W=k_BT$, the product $tJ/(gk_BT)$ peaks at only 0.353 and never settles near one.

## What the wall is doing

At time $t$, sites of energy $E$ contribute in proportion to $ke^{-kt}$. Its derivative with respect to $k$ is $(1-kt)e^{-kt}$, so the maximum is at $k=1/t$, or

$$E^*(t)=k_BT\ln(\nu t).$$

Weaker sites have mostly emptied, while stronger ones have hardly begun. This emission front climbs by $k_BT\ln10$ in each decade of time. Equal energy steps hold equal numbers of molecules but take ten times longer each time, so the flux falls tenfold per decade.

The remaining load shows the same thing. With $u=kt$,

$$N_{\rm left}=g\int_{E_1}^{E_2}e^{-kt}dE=gk_BT\int_{k_2t}^{k_1t}\frac{e^{-u}}{u}\,du .$$

Inside the window the upper limit may be taken as infinity. For a small lower limit $\epsilon=k_2t$, integration by parts gives $-e^{-\epsilon}\ln\epsilon+\int_\epsilon^\infty e^{-u}\ln u\,du$, which tends to $-\ln\epsilon-\gamma$, where $\gamma=0.577$ is Euler's constant. Since $\ln k_2=\ln\nu-E_2/k_BT$,

$$N_{\rm left}\simeq g\left[E_2-k_BT(\ln\nu t+\gamma)\right].$$

The load falls linearly in the logarithm of time. Integrating the flux likewise gives a release $gk_BT\ln(t_b/t_a)$ between times $t_a$ and $t_b$.

## A reactor in numbers

Take rough, round parameters for a small thermal reactor: walls at 400 K, $N=5$ nm$^{-2}$, energies from 0.8 to 1.3 eV and $\nu=10^{13}$ s$^{-1}$. Then $k_BT=0.03447$ eV and $g=5/0.5=10$ nm$^{-2}$ eV$^{-1}$, so $gk_BT=0.345$ nm$^{-2}$. The extreme rates are $k_1=833$ s$^{-1}$ and $k_2=4.18\times10^{-4}$ s$^{-1}$.

At the early end $e^{-k_2t}\simeq1$, so the flux reaches 90% of the law when $e^{-k_1t}=0.1$, at $t=\ln10/k_1=2.8$ ms. At the late end it has dropped to 90% when $e^{-k_2t}=0.9$, at 252 s. A purge of 1 to 100 s lies between.

At 10 s the flux is 0.0343 nm$^{-2}$ s$^{-1}$. The front is at 1.11 eV, and the load left is $10\,[1.3-0.03447(32.24+0.58)]=1.69$ nm$^{-2}$, about a third of the original. Without readsorption, a wall with the same load but the single energy 1.05 eV is worse after one second but far better after half a minute: its flux is 1.63 nm$^{-2}$ s$^{-1}$ at 1 s, against 0.345 for the even spread, but at 30 s it is $6\times10^{-8}$ against 0.0113. Readsorption, treated below, changes this comparison, because it can give even a single-energy wall a long, nonexponential tail.

To obtain a pressure, let the chamber be well mixed, with wall area $A=0.2$ m$^2$, volume $V=1$ L and 300 sccm of nitrogen at $P=1$ Torr and the wall temperature of 400 K. The molecular flow is $Q=1.343\times10^{20}$ s$^{-1}$ and the volumetric flow $S=5.56$ L/s. Once the gas follows the wall, the water fraction is the ratio of the molecular flows, so $p=PAJ/Q$. At 10 s,

$$p=1\ {\rm Torr}\times\frac{0.2\times3.43\times10^{16}}{1.343\times10^{20}}=5.1\times10^{-5}\ {\rm Torr}.$$

The gas lags slightly. Its density obeys $V\dot n=AJ-Sn$, so with residence time $\tau=V/S=0.180$ s, $n=(A/S)J-\tau\dot n\simeq(A/S)J(1+\tau/t)$, because $\dot J=-J/t$. The correction is about 2% at 10 s. At 1 s this approximation is poor: the full equations, including gas left from a 0.1 Torr pulse, give 2.2 times the quasi-steady value.

With this lag neglected, the purge takes about 5 s to reach $10^{-4}$ Torr and 50 s to reach $10^{-5}$ Torr. Clearing the gas alone from 0.1 to $10^{-5}$ Torr would take $\tau\ln10^4=1.66$ s. During a 0.1 s precursor pulse after a 10 s purge, a wall without readsorption releases 0.0034 nm$^{-2}$, or 0.07% of its initial load. Doubling the purge time roughly halves this release.

Heating has two effects. Inside the window the prefactor grows with $T$, since the front sweeps energy faster; only by bringing the end of the window closer does heating shorten the tail. With the initial load held fixed and no readsorption, going from 400 to 450 K raises the flux by about 10% at 1 s but cuts it to 7% at 100 s. The second figure should not be carried over to a wall that readsorbs strongly: there the window ends much later, and the same heating can raise the outflow even at 100 s, by about 15% for unit sticking probability.

## Why the law outlives its assumptions

Suppose the occupancy depends on energy and time only through $kt$, as $f(kt)$, with $f(0)=1$ and $f(\infty)=0$. The net loss from the wall is then

$$J=-g\int_{E_1}^{E_2}kf'(kt)\,dE=-gk_BT\int_{k_2}^{k_1}f'(kt)\,dk=\frac{gk_BT}{t}\left[f(k_2t)-f(k_1t)\right].$$

The bracket is close to one once $k_1t$ is large enough for $f(k_1t)\simeq0$, as long as $k_2t$ is still small enough for $f(k_2t)\simeq1$. The shape of $f$ decides where this window begins and ends, but not the law inside it. If molecules desorb in pairs within each energy class, $\dot\theta=-k\theta^2$ gives $f=1/(1+kt)$ and the same tail; at 10 s, $tJ/(gk_BT)=0.996$.

Readsorption needs more care, and it cannot be dismissed here. Let $s$ be the sticking probability on an empty site and $v=686$ m/s the mean speed of water molecules. The wall is struck at a rate $nv/4$ per area, and each site occupies an area $1/N$, so an empty site is filled at the rate $snv/(4N)$. If $J$ now denotes the pumped outflow per wall area, then $n=AJ/S$ when gas storage is negligible, and this rate becomes $RJ/N$ with

$$R=\frac{svA}{4S}.$$

For $s=1$, $R=6161$. On a largely empty wall, returns are rare only if $R\ll1$, hence $s\ll1.6\times10^{-4}$, and a wall that sticks so poorly would be mostly unfilled by one 0.2 s pulse at 0.1 Torr.

Try the outflow $J=gk_BT/t$. Since $g/N=1/W$, the filling rate is $X/t$ with $X=Rk_BT/W$, and

$$\dot\theta=-k\theta+\frac Xt(1-\theta).$$

Insert $\theta=f(u)$ with $u=kt$, so that $\dot\theta=kf'$, and multiply by $t$:

$$uf'=-uf+X(1-f).$$

Multiplying by $u^{X-1}e^u$ gives $(u^Xe^uf)'=Xu^{X-1}e^u$. The solution finite at $u=0$ is

$$f(u)=Xu^{-X}e^{-u}\int_0^u w^{X-1}e^w\,dw=X\int_0^1(1-y)^{X-1}e^{-uy}\,dy,$$

where $w=u(1-y)$. At $u=0$ the last integral is $1/X$, so $f(0)=1$; for large $u$, $f\to0$. The net loss is therefore again $gk_BT/t$, as assumed. Molecules return, but the front moves just fast enough to supply the same outflow.

For large $X$, small $y$ dominates, $(1-y)^{X-1}\simeq e^{-Xy}$, and $f\simeq X/(X+u)$. Sites are half empty at $kt\simeq X$. This $f$ was found by assuming the law, so it describes the sites inside the window but cannot locate the window's ends, where the outflow, and with it the filling rate, departs from the law. Readsorption delays both ends. At 10 s the load left is 3.95 nm$^{-2}$ for $s=1$, where $X=425$, against 1.69 without readsorption. The full wall-and-gas equations, started after an empty wall has been held for 0.2 s under a fixed 0.1 Torr of water, then give an outflow 0.991 times the law at 100 s and 0.998 times at 1000 s.

## The delay in the gas

For $s=0.01$ the same equations give 1.141 times the law at 10 s and 1.012 at 100 s. The early excess comes from water stored in the gas, so the values near 10 s shift by a percent or two with the amount of water the pulse leaves there. Reducing the volume a hundredfold, with flow, wall area and pulse pressure fixed, brings the 10 s value to 0.997.

The delay can be derived when wall and gas are near equilibrium, which requires large $X$. Let $c$ be the number of water molecules in the gas per wall site. An empty site fills at the rate $ac$, with $a=R/\tau$, so $\theta=ac/(ac+k)$. With $b=k_BT/W$ and $ac\gg k_2$, averaging over energy gives $\bar\theta=b\ln[ac/(ac+k_1)]$ plus a constant. Water leaves only through the pump, so $\dot{\bar\theta}+\dot c=-c/\tau$. Dividing by $c$,

$$\frac{bk_1\dot c}{c^2(ac+k_1)}+\frac{\dot c}{c}=-\frac1\tau .$$

Partial fractions and integration give

$$b\left[\frac1c-\frac a{k_1}\ln\left(1+\frac{k_1}{ac}\right)\right]-\ln c=\frac t\tau+{\rm constant}.$$

The term $b/c=t/\tau$ alone is the inverse-time law. The term $-\ln c$ is gas storage, which raises the outflow; the other logarithm comes from the weak-binding edge and lowers it. For $s=1$ at 10 s they nearly cancel: the formula gives 0.982 times the law, as do the full equations. Without gas storage, a wall that starts full would reach 90% of the law only at about 17 s.

## How far to trust it for a real wall

The reactor values are rough, and the even energy distribution is an assumption, not a measured property of a particular wall. If instead $g\propto e^{-E/E_0}$, then $g\propto k^{k_BT/E_0}$, and without readsorption the integral over $k$ gives $J\propto t^{-1-k_BT/E_0}$ inside the window. With $E_0=0.2$ eV the exponent is then 1.17, and between 1 and 100 s the flux falls by an extra factor of about two. With an uneven density, readsorption alters the exponent as well.

Perfect mixing is also an idealization. Across the gap it is reasonable here. Parallel plates with the volume and area above would be 1 cm apart; even across 2 cm, diffusion evens out the gas in about 1 ms, and the outflow needs a density difference of only about 2%. Along the flow it is poor: between square plates with this gap the gas moves at about 1.8 m/s and the Péclet number along the plates is about 18, so readsorption carries water downstream in stages. Replacing the chamber by eight mixed cells in series changes the early values (1.03 instead of 1.14 at 10 s for $s=0.01$) but leaves the outflow within 1% of the law at 100 s. Cold spots, diffusion out of porous wall films and reaction of the precursor with wall water are also left out. An inverse-time tail is therefore consistent with a broad energy distribution, but does not by itself identify the desorption kinetics or show that readsorption is absent. The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
wall temperature 400 K, kT = 0.03447 eV
energies 0.8 to 1.3 eV, attempt rate 1e+13 1/s
load 5.0 /nm^2, density g = 10.0 /(nm^2 eV)
wall 0.2 m^2, volume 1.0 L, carrier 300 sccm
carrier pressure 1.0 Torr, flow Q = 1.343e+20 molecules/s
k_fast = 832.6 1/s, k_slow = 4.176e-04 1/s
1/k_fast = 1.20 ms, 1/k_slow = 2395 s
law within 10% from 2.77 ms to 252 s
prefactor g kT = 0.3447 /nm^2
t=1 s: J uniform 0.3445, single energy 1.63e+00 /(nm^2 s)
t=10 s: J uniform 0.0343, single energy 8.11e-03 /(nm^2 s)
t=30 s: J uniform 0.0113, single energy 6.13e-08 /(nm^2 s)
single energy 1.05 eV, rate 0.590 1/s
water pressure, quasi-steady, 1 s: 5.13e-04 Torr
water pressure, quasi-steady, 10 s: 5.11e-05 Torr
water pressure, quasi-steady, 100 s: 4.92e-06 Torr
purge time to 1e-04 Torr: 5.1 s
purge time to 1e-05 Torr: 50.3 s
gas residence time 0.180 s, volumetric flow 5.56 L/s
gas clearing alone, 0.1 to 1e-5 Torr: 1.66 s
front energy at 1 s: 1.032 eV, remaining load 2.48 /nm^2
front energy at 10 s: 1.111 eV, remaining load 1.69 /nm^2
front shift per decade 0.0794 eV
released from 10.0 to 10.1 s: 0.00342 /nm^2
width = kT: largest t J/(g kT) = 0.353
450 K over 400 K flux: 1.095 at 1 s, 0.074 at 100 s
pairwise desorption, t J/(g kT) at 10 s: 0.9957
sloped density, E0 = 0.2 eV: decay exponent 1.172
mean water speed 686 m/s, R at unit sticking 6161
water pulse 0.1 Torr for 0.2 s: 2.69e+18 molecules
wall capacity 1.00e+18 molecules
gas water per wall site at purge start 2.41
outflow times t over g kT at 1, 10, 100, 1000 s:
  sticking 0.0: 2.162, 1.014, 0.961, 0.659
  sticking 0.01: 3.343, 1.141, 1.012, 0.959
  sticking 1.0: 1.885, 0.982, 0.991, 0.998
sticking 0.01, 1/100 of the volume, 10 s: 0.997
sticking 1, near-equilibrium formula, 10 s: 0.982
sticking 0.01: X = 4.25, load left at 10 s 2.47 /nm^2
sticking 1.0: X = 424.71, load left at 10 s 3.95 /nm^2
occupancy error of similarity form, 100 s: 0.0033
diffusion coefficient 313 cm^2/s, gap 2 cm
mixing time 1.29 ms, relative gradient 0.018
```
